# Spin matrix elements between determinants and Löwdin projection of four open shells

A Slater determinant whose spin orbitals are each pure $\alpha$ or pure $\beta$ has a definite spin projection $M$, but in general no definite total spin. This problem finds the matrix of $\mathbf S^2$ between determinants and uses it to extract a singlet from a determinant with four singly occupied orbitals.

Spins are in units of $\hbar$ and energies in hartree. A spin orbital is a product $\varphi_p\sigma_p$ of a spatial orbital and a spin function, $\alpha$ or $\beta$. Spatial orbitals of equal spin are orthonormal; those of different spin may overlap in any way until part (c). All determinants are normalized and built from one such set of spin orbitals.

## (a) From spin exchange to total spin

**Let $P_{ij}$ exchange the spin coordinates of electrons $i$ and $j$. Express $P_{12}$ through $\mathbf s_1\cdot\mathbf s_2$, and then write $\mathbf S^2$ for $N$ electrons in terms of the exchanges.**

**Solution.** For two electrons, $\mathbf S^2=\mathbf s_1^2+\mathbf s_2^2+2\,\mathbf s_1\cdot\mathbf s_2$, and each $\mathbf s_i^2$ equals $3/4$. Hence

$$\mathbf s_1\cdot\mathbf s_2=\tfrac12\left(\mathbf S^2-\tfrac32\right).$$

This is $\tfrac12(2-\tfrac32)=\tfrac14$ on the triplet and $\tfrac12(0-\tfrac32)=-\tfrac34$ on the singlet. The triplet spin functions are symmetric, so $P_{12}=1$ there; the singlet is antisymmetric, so $P_{12}=-1$. Put $P_{12}=x+y\,\mathbf s_1\cdot\mathbf s_2$. The two conditions are

$$x+\tfrac14y=1,\qquad x-\tfrac34y=-1.$$

Subtraction gives $y=2$, and then $x=\tfrac12$. Singlet and triplet together span the whole two-spin space, so this is an operator identity, Dirac's identity:

$$P_{12}=\tfrac12+2\,\mathbf s_1\cdot\mathbf s_2 .$$

For $N$ electrons, replace each $2\,\mathbf s_i\cdot\mathbf s_j$ by $P_{ij}-\tfrac12$. There are $N(N-1)/2$ pairs, so

$$\mathbf S^2=\tfrac34N+\sum_{i<j}\left(P_{ij}-\tfrac12\right)
=\tfrac34N-\tfrac14N(N-1)+\sum_{i<j}P_{ij},$$

$$\boxed{\mathbf S^2=\frac{N(4-N)}4+\sum_{i<j}P_{ij}} .$$

If all spins are parallel, every exchange gives 1. The right side is then $N(4-N)/4+N(N-1)/2=\frac N2(\frac N2+1)$, as it must be for $S=N/2$.

## (b) Matrix elements between determinants

**Find all matrix elements of $\mathbf S^2$, allowing different spatial orbitals for the two spins.**

**Solution.** The sum of exchanges is a symmetric two-electron operator, so the Slater–Condon rules apply. They need the integral over two electrons with $p$ and $r$ assigned to electron 1, and $q$ and $s$ to electron 2. The exchange moves spin $\sigma_s$ to electron 1 and $\sigma_r$ to electron 2, while the spatial functions stay in place:

$$\langle pq|P|rs\rangle=\langle\varphi_p|\varphi_r\rangle\langle\varphi_q|\varphi_s\rangle\,
\delta_{\sigma_p\sigma_s}\delta_{\sigma_q\sigma_r}.$$

*Equal determinants.* Each occupied pair contributes $\langle ij|P|ij\rangle-\langle ij|P|ji\rangle$. The first term is $\delta_{\sigma_i\sigma_j}$. The second integral is $|\langle\varphi_i|\varphi_j\rangle|^2$, which vanishes for different orbitals of equal spin. With $n_\alpha$ and $n_\beta$ electrons of each spin,

$$\langle\mathbf S^2\rangle=\frac{N(4-N)}4+\frac{n_\alpha(n_\alpha-1)+n_\beta(n_\beta-1)}2-\sum_{i\in\alpha,\,j\in\beta}|\langle\varphi_i|\varphi_j\rangle|^2 .$$

Now $N=n_\alpha+n_\beta$ and $M=(n_\alpha-n_\beta)/2$, so $n_\alpha^2+n_\beta^2=N^2/2+2M^2$. The first two terms become

$$N-\frac{N^2}4+\frac{N^2}4+M^2-\frac N2=M^2+\frac N2=M(M+1)+n_\beta,$$

where the last step uses $N/2=M+n_\beta$. Therefore

$$\boxed{\langle\mathbf S^2\rangle=M(M+1)+n_\beta-\sum_{i\in\alpha,\,j\in\beta}|\langle\varphi_i|\varphi_j\rangle|^2}.$$

If $w_S$ is the weight of spin $S$ in the determinant, then $\langle\mathbf S^2\rangle=\sum_Sw_S\,S(S+1)$, so the last two terms equal $\sum_Sw_S[S(S+1)-M(M+1)]$. For $M\ge0$ only spins above $M$ contribute, each weight multiplied by a positive factor. They cancel if every occupied $\beta$ orbital lies in the space spanned by the occupied $\alpha$ orbitals.

For different determinants the constant in $\mathbf S^2$ drops out by orthogonality. Order the spin orbitals so that common ones stand in the same positions; each interchange needed for this changes the sign of the determinant.

*One replacement, $p\to r$.* The element is $\sum_j[\langle pj|P|rj\rangle-\langle pj|P|jr\rangle]$ over the common spin orbitals $j$. The first integral contains $\langle\varphi_p|\varphi_r\rangle\delta_{\sigma_p\sigma_j}\delta_{\sigma_j\sigma_r}$. It requires equal spins of $p$ and $r$, and then the orbitals are orthogonal, so it is zero. The second integral is $\langle\varphi_p|\varphi_j\rangle\langle\varphi_j|\varphi_r\rangle\delta_{\sigma_p\sigma_r}$; orbitals $j$ with the spin of $p$ drop out by orthogonality. What remains is

$$-\delta_{\sigma_p\sigma_r}\sum_{j:\,\sigma_j\ne\sigma_p}\langle\varphi_p|\varphi_j\rangle\langle\varphi_j|\varphi_r\rangle .$$

*Two replacements, $p\to r$ and $q\to s$.* The element is $\langle pq|P|rs\rangle-\langle pq|P|sr\rangle$, or

$$\langle\varphi_p|\varphi_r\rangle\langle\varphi_q|\varphi_s\rangle\delta_{\sigma_p\sigma_s}\delta_{\sigma_q\sigma_r}
-\langle\varphi_p|\varphi_s\rangle\langle\varphi_q|\varphi_r\rangle\delta_{\sigma_p\sigma_r}\delta_{\sigma_q\sigma_s}.$$

*More than two replacements.* A two-electron operator gives zero.

## (c) Four open shells

**Let both spins use the same orthonormal spatial orbitals. Simplify the rules, write the $\mathbf S^2$ matrix for four singly occupied orbitals $a,b,c,d$ with $M=0$, and find its eigenvalues.**

**Solution.** Every spatial overlap is now 0 or 1. The overlap sum in the diagonal element counts the doubly occupied orbitals, so $n_\beta$ is reduced to the number of $\beta$ electrons in open shells:

$$\langle\mathbf S^2\rangle=M(M+1)+n_\beta^{\rm open}.$$

Single replacements give zero, because $\varphi_j$ would have to equal both $\varphi_p$ and $\varphi_r$, which are different orbitals. In a double replacement, take $p=a\alpha$, $q=b\beta$, $r=a\beta$, $s=b\alpha$. The first term is $+1$ and the second is zero. Interchanging the names $r$ and $s$ describes the same pair of determinants with the opposite ordering sign; no other double replacement survives. Both orbitals must be open: if $a$ were doubly occupied, $a\beta$ would already be present and could not be the replacement. Closed shells are therefore spectators.

Write $|\sigma_a\sigma_b\sigma_c\sigma_d\rangle$ for the determinant with its orbitals in the fixed order $a,b,c,d$. The rule is then: **exchanging two opposite spins gives an element $+1$**. In the order

$$\alpha\alpha\beta\beta,\quad \alpha\beta\alpha\beta,\quad \alpha\beta\beta\alpha,\quad \beta\alpha\alpha\beta,\quad \beta\alpha\beta\alpha,\quad \beta\beta\alpha\alpha,$$

the matrix is

$$\mathbf S^2=\begin{pmatrix}2&1&1&1&1&0\\1&2&1&1&0&1\\1&1&2&0&1&1\\1&1&0&2&1&1\\1&0&1&1&2&1\\0&1&1&1&1&2\end{pmatrix}=2+A .$$

Each diagonal element is 2, from two $\beta$ electrons and $M=0$. Each determinant is connected to every other one except its complete spin reversal. Let $C$ reverse all four spin labels, and let $U$ be the $6\times6$ matrix filled with ones. Then

$$A=U-1-C .$$

A vector with equal components has $U=6$ and $C=1$, so $A=4$. Vectors even under $C$ form a three-dimensional space; the two directions in it with zero component sum have $U=0$, $C=1$, and $A=-2$. The three odd vectors have $U=0$, $C=-1$, and $A=0$. Adding 2 gives

$$S(S+1)=6\ \text{(once)},\qquad 2\ \text{(three times)},\qquad 0\ \text{(twice)}.$$

There are one quintet, three triplets and two singlets. Asking for *the* singlet is thus incomplete: the starting determinant must select a direction in a two-dimensional space.

## (d) Löwdin's product projector

**Construct an operator that keeps the singlet part of a vector in this space, and apply it to $D=|\alpha\alpha\beta\beta\rangle$.**

**Solution.** Decompose a vector into parts with definite spin. To retain spin $S$ and remove spin $k$, use the factor

$$\frac{\mathbf S^2-k(k+1)}{S(S+1)-k(k+1)} .$$

It is zero on the part with spin $k$ and one on the part with spin $S$. Other parts may be rescaled, but their own factors remove them. The product over all unwanted spins present is Löwdin's projector; its factors commute because they contain the same operator. Here

$$O_0=\frac{\mathbf S^2-2}{-2}\;\frac{\mathbf S^2-6}{-6}.$$

Let $\bar D=|\beta\beta\alpha\alpha\rangle$, and let $Q$ be the sum of the other four determinants. Remove the triplet first. Since $\mathbf S^2-2=A$ and $AD=Q$,

$$\frac{\mathbf S^2-2}{-2}D=-\tfrac12Q .$$

This intermediate vector is not yet a singlet: its quintet part has been multiplied by $(6-2)/(-2)=-2$. To remove it we need $AQ$. The sum of components of $Q$ is 4, so $UQ=4(D+\bar D+Q)$, while $CQ=Q$. Thus

$$AQ=4(D+\bar D+Q)-Q-Q=4D+4\bar D+2Q .$$

The second factor is $(\mathbf S^2-6)/(-6)=(4-A)/6$, and

$$O_0D=-\tfrac1{12}(4-A)Q=-\tfrac1{12}(2Q-4D-4\bar D),$$

$$\boxed{O_0D=\tfrac13(D+\bar D)-\tfrac16Q}.$$

The squared norm is $2(\frac13)^2+4(\frac16)^2=\frac13$. Multiplication by $\sqrt3$ normalizes the singlet, giving coefficients $0.5774$ for $D$ and $\bar D$, and $-0.2887$ for the other four.

These signs belong to the fixed orbital order. A program that places all $\alpha$ spin orbitals before all $\beta$ ones may use other signs. For $|\alpha\beta\alpha\beta\rangle$, $c\alpha$ must pass $b\beta$, which gives one sign change. For $|\beta\alpha\beta\alpha\rangle$, $b\alpha$ passes one $\beta$ spin orbital and $d\alpha$ passes two, which gives three changes. The other four determinants need an even number. In the $\alpha$-first convention the coefficients, in the order of part (c), are therefore $\frac13,\frac16,-\frac16,-\frac16,\frac16,\frac13$. The state is the same.

## (e) The selected singlet

**Find the spin weights in $D$, identify the pair coupling in the projected singlet, and relate it to the singlets obtained from the other determinants.**

**Solution.** The quintet vector has six equal components, so the quintet part of $D$ is $(D+\bar D+Q)/6$. The part odd under $C$ is the triplet part, $(D-\bar D)/2$. Together with $O_0D$ they add up to $D$: the coefficient of $D$ is $\frac13+\frac12+\frac16=1$, that of $\bar D$ is $\frac13-\frac12+\frac16=0$, and that of $Q$ is $-\frac16+\frac16=0$. Their squared norms are the weights

$$w_0=\tfrac13,\qquad w_1=\tfrac12,\qquad w_2=\tfrac16 .$$

They reproduce $\langle\mathbf S^2\rangle=\frac12\cdot2+\frac16\cdot6=2$. Although $D$ has $M=0$, two thirds of its weight is not singlet.

For a pair of orbitals, define $T_+=\alpha\alpha$, $T_0=(\alpha\beta+\beta\alpha)/\sqrt2$ and $T_-=\beta\beta$. With the first factor for $ab$ and the second for $cd$, $T_0T_0=Q/2$. The normalized singlet is

$$\sqrt3\,O_0D=\frac{T_+T_-+T_-T_+-T_0T_0}{\sqrt3}.$$

Each pair, $ab$ and $cd$, has spin 1, and the two triplets are coupled to total spin zero. The projection has kept the parallel alignment within each pair of $D$.

Now collect spin-reversed partners:

$$B_1=D+\bar D,\quad B_2=|\alpha\beta\alpha\beta\rangle+|\beta\alpha\beta\alpha\rangle,\quad B_3=|\alpha\beta\beta\alpha\rangle+|\beta\alpha\alpha\beta\rangle .$$

Relabelling the orbitals in the result of (d) shows that either member of $B_1$, $B_2$ or $B_3$ projects onto, respectively,

$$X_1=\tfrac13B_1-\tfrac16(B_2+B_3),\quad X_2=\tfrac13B_2-\tfrac16(B_1+B_3),\quad X_3=\tfrac13B_3-\tfrac16(B_1+B_2).$$

Each $B$ has coefficient $\frac13-\frac16-\frac16=0$ in the sum, so $X_1+X_2+X_3=0$. Since $\langle B_m|B_n\rangle=2\delta_{mn}$,

$$\langle X_1|X_2\rangle=2\left(-\tfrac1{18}-\tfrac1{18}+\tfrac1{36}\right)=-\tfrac16 .$$

Division by the squared norm $\frac13$ gives a normalized overlap of $-\frac12$. Two of these singlets span the singlet space, but they are not orthogonal.

## (f) Energy and the condition for an eigenstate

**For real orbitals, find the energy of each spin part of $D$. When is $X_1$ an eigenvector of the Hamiltonian restricted to this orbital occupation?**

**Solution.** Let $E_0$ contain the closed-shell energy, the one-electron energies of the open shells in the field of the closed shells, and their mutual Coulomb energies. The exchange integral is

$$K_{ij}=\iint\frac{\varphi_i(\mathbf r_1)\varphi_j(\mathbf r_1)\varphi_i(\mathbf r_2)\varphi_j(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1d\mathbf r_2 .$$

A parallel pair lowers the diagonal energy by $K_{ij}$. Between determinants that differ by exchanging opposite spins in $i$ and $j$, the direct Coulomb term vanishes by spin orthogonality and the exchange term gives $-K_{ij}$. Reversing all four spins replaces four spin orbitals and gives zero. All these elements are contained in

$$H=E_0-\sum_{i<j}K_{ij}\Pi_{ij},$$

where $\Pi_{ij}$ exchanges the spin labels of *orbitals* $i$ and $j$.

In $D$ the parallel pairs are $ab$ and $cd$, so $E_D=E_0-K_{ab}-K_{cd}$. The triplet part is proportional to $D-\bar D$. Its two determinants have equal energies and no matrix element between them, so its mean energy is also $E_D$. In the quintet every $\Pi_{ij}$ is 1, hence $E_2=E_0-\sum_{i<j}K_{ij}$.

For the singlet, note that each $\Pi_{ij}$ commutes with $\mathbf S^2$, because relabelling the orbitals leaves the matrix of part (c) unchanged. It therefore commutes with $O_0$, and we may exchange labels in $D$ before projecting. Exchanges $ab$ and $cd$ leave $D$ unchanged; $ad$ and $bc$ lead to members of $B_2$; $ac$ and $bd$ lead to members of $B_3$. Hence

$$HX_1=(E_0-K_{ab}-K_{cd})X_1-(K_{ad}+K_{bc})X_2-(K_{ac}+K_{bd})X_3 .$$

Take the overlap with $X_1$ and divide by its squared norm. The ratios for $X_2$ and $X_3$ are $-\frac12$, so

$$\boxed{E_{X_1}=E_0-K_{ab}-K_{cd}+\tfrac12(K_{ac}+K_{ad}+K_{bc}+K_{bd})}.$$

Since $X_2+X_3=-X_1$, and $X_2$ and $X_3$ are independent, $X_1$ is an eigenvector precisely when

$$K_{ad}+K_{bc}=K_{ac}+K_{bd}.$$

Otherwise the two-dimensional singlet problem must be diagonalized. Spin projection fixes the spin; it does not by itself solve the energy problem.

## (g) Carbon in the configuration $2s2p^3$

**Take $a=2s$ and let $b,c,d$ be the three real orbitals $2p_x,2p_y,2p_z$. Evaluate the energies and decide which spin parts of $D$ are eigenstates in the space of four electrons in these four orbitals, with $1s^2$ frozen.**

**Solution.** The orbitals come from a restricted open-shell Hartree–Fock calculation of the quintet in the cc-pVTZ basis. Its spherical density makes the three $2s$–$2p$ exchange integrals equal, and likewise the three $2p$–$2p$ ones between the real $p$ orbitals. (For the complex orbitals $p_{+1},p_0,p_{-1}$ the integral between $p_{+1}$ and $p_{-1}$ is twice the other two.) From the computed orbitals,

$$K_{sp}=0.1184,\qquad K_{pp}=0.0302,\qquad E_0=-37.1509\ \text{hartree}.$$

In the singlet formula the subtracted terms are $K_{sp}+K_{pp}$, and the added ones are $\frac12(2K_{sp}+2K_{pp})$. They cancel, so the singlet lies at $E_0$. The energies in hartree are

- singlet: $-37.1509$;
- determinant, and triplet mean: $-37.1509-(0.1184+0.0302)=-37.2995$;
- quintet: $-37.1509-3(0.1184+0.0302)=-37.5967$.

Relative to $E_0$, the weighted mean is $\frac13(0)+\frac12(-0.1486)+\frac16(-0.4458)=-0.1486$ hartree, the determinant energy. The projected singlet lies above the determinant by $0.1486$ hartree, or $4.04$ eV. The energy rises because projection removes two parts that both lie below the singlet. Each contributes its weight times its distance below the singlet: the triplet part $\frac12(0.1486)=0.0743$ hartree and the quintet part $\frac16(0.4458)=0.0743$ hartree, which add up to $0.1486$ hartree.

To decide about eigenstates, first ask whether $H$ leads to another occupation. Each $p$ orbital changes sign under reflection of its own axis. The state $2s2p_x2p_y2p_z$ is odd under all three reflections, so any occupation coupled to it must have an odd number of electrons in each $p$ orbital. With four electrons this leaves one in each $p$ orbital and one in $2s$: the occupation is isolated in this valence space. The condition of (f) also holds, since both sides equal $K_{sp}+K_{pp}$. The projected singlet is therefore an eigenstate in this space, and so is the single quintet.

The triplet part is different. Let $S_p$ be the total spin of the three $p$ electrons. In the fixed orbital order, the spin operator of a singly occupied orbital acts only on the spin label in that orbital's position and causes no reordering sign. The determinants therefore behave like products of four spin functions, with $\Pi_{ij}$ in the role of $P_{ij}$, and the identity of (a) holds for any subset of the open shells. Applied to the three $p$ spins, it gives $S_p(S_p+1)=\frac34+\sum\Pi_{pp}$; applied to all four, it gives $2=\sum\Pi_{pp}+\sum\Pi_{sp}$ for a triplet. For $S_p=\frac32$ the sums are $\sum\Pi_{pp}=3$ and $\sum\Pi_{sp}=-1$; for $S_p=\frac12$ they are 0 and 2. The triplet energies are thus

$$E_0+K_{sp}-3K_{pp}\quad\text{and}\quad E_0-2K_{sp}.$$

If $w$ is the weight of the first, the mean energy requires

$$-2K_{sp}+3w(K_{sp}-K_{pp})=-K_{sp}-K_{pp},$$

so $w=\frac13$. The energy spread is the level separation times $\sqrt{w(1-w)}$:

$$\Delta E=3(K_{sp}-K_{pp})\frac{\sqrt2}3=\sqrt2\,(0.1184-0.0302)\approx0.125\ \text{hartree}.$$

This component has definite spin but mixes two energies. The fourth decimal belongs to the cc-pVTZ basis: near the basis limit the total energies drop by 0.002 to 0.0025 hartree, $K_{sp}$ becomes $0.1186$, and the singlet lies $0.1488$ hartree ($4.05$ eV) above the determinant, while $K_{pp}$ and the spread keep the digits shown. All these values use quintet orbitals and omit separate orbital relaxation, correlation outside the valence space and relativity. They show the effect of projection at this level, not measured excitation energies.
